**Growth decay in a channel with one absorbing wall**

For uniform flow at speed u between an absorbing wall and an impermeable ceiling a height H above it, growth far downstream decays as exp(−ax), with a = π²D/(4uH²). Here D is the precursor diffusivity and x the distance from the inlet; the law holds for large Pe = uH/D. The program asserts that a discretized cross-channel problem, marched downstream from two different inlet profiles, gives this rate, and that the series for wall flux and consumed fraction agree with the marched solution. It also asserts that a two-dimensional solution at Pe = 2 follows the formula with axial diffusion and departs from the simple rate by more than 20%. Further assertions cover the entrance law, finite surface kinetics and parabolic flow. For the model reactor the output gives a = 6.17 per metre, a decay length of 0.162 m. Axial diffusion lowers that rate by 0.6%, a surface with Da = k_sH/D = 20 (k_s is the surface rate constant) lowers it by 9%, and parabolic flow of equal mean speed lowers it by 1.5%.

## Check in Python

```python
"""
Result under test: in a channel with uniform speed u, an absorbing wall at
y=0 and an impermeable ceiling at y=H, the wall flux far downstream decays
as exp(-a*x), a = pi^2 D/(4 u H^2), if axial diffusion is negligible.
D: diffusivity; c0: inlet concentration; Pe = u H/D; Da = k_s H/D, where
k_s is a surface rate constant. Scaled variables: eta = y/H,
xi = D x/(u H^2), concentration c/c0, wall flux F = J H/(D c0).
"""
import numpy as np
from scipy.constants import hour, micro
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron, csr_matrix
from scipy.sparse.linalg import spsolve


def cross_operator(n):
    """Minus second derivative; zero at eta=0, zero slope at eta=1."""
    h = 1.0 / n
    m = 2*np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    m[-1, -2] = -2.0
    return m / h**2


def reactive_wall_operator(n, da):
    """Same operator with dc/deta = da*c at eta=0 (wall node kept)."""
    h = 1.0 / n
    m = 2*np.eye(n+1) - np.eye(n+1, k=1) - np.eye(n+1, k=-1)
    m[0, 0] = 2.0 + 2.0*h*da
    m[0, 1] = -2.0
    m[-1, -2] = -2.0
    return m / h**2


def wall_slope(c, h):
    """Second-order one-sided slope at a wall where c=0."""
    return (4*c[0] - c[1]) / (2*h)


modes = np.arange(400)
k_scaled = (modes + 0.5)*np.pi


def flux_series(xi):
    return 2*np.sum(np.exp(-k_scaled**2*xi))


def consumed_series(xi):
    odd = 2*modes + 1
    return 1 - 8/np.pi**2*np.sum(np.exp(-k_scaled**2*xi)/odd**2)


def axial_rates(pe):
    """Decay rates times H when axial diffusion is kept."""
    return pe/2*(np.sqrt(1 + 4*k_scaled**2/pe**2) - 1)


def flux_axial(x_over_h, pe):
    return 2*np.sum(np.exp(-axial_rates(pe)*x_over_h))


# Model parameters, SI units
u, H, D = 0.20, 0.020, 2.0e-4
c0, molar_volume = 1.0e-3, 3.0e-5
Pe = u*H/D
a = np.pi**2*D/(4*u*H**2)
xi_per_x = D/(u*H**2)

# Eigenvalues of the discretized cross-channel problem
n = 200
h = 1.0/n
A = cross_operator(n)
eig = np.sort(np.linalg.eigvals(A).real)
assert np.allclose(eig[:4], k_scaled[:4]**2, rtol=1e-3)
eig_two_walls = np.linalg.eigvals(A[:-1, :-1]).real.min()
assert abs(eig_two_walls/(4*k_scaled[0]**2) - 1) < 1e-3

# March two inlet profiles downstream and measure the final decay rate
eta = h*np.arange(1, n+1)
step_far, step_more = expm(-0.8*A), expm(-0.2*A)
measured = []
for inlet in (np.ones(n), eta**4):
    c_far = step_far @ inlet
    c_farther = step_more @ c_far
    drop = np.log(wall_slope(c_far, h)/wall_slope(c_farther, h))
    measured.append(drop/(0.2/xi_per_x))
    assert abs(measured[-1]/a - 1) < 1e-4

# Flux and consumption along the reactor against the marched solution
positions = np.array([0.02, 0.05, 0.10, 0.20, 0.30])
means = []
for x in positions:
    xi = x*xi_per_x
    c = expm(-xi*A) @ np.ones(n)
    mean = h*(np.sum(c[:-1]) + c[-1]/2)
    means.append(mean)
    assert abs(wall_slope(c, h)/flux_series(xi) - 1) < 1e-3
    assert abs(1 - mean - consumed_series(xi)) < 1e-4
removed = quad(flux_series, positions[0]*xi_per_x,
               positions[-1]*xi_per_x)[0]
assert abs(removed - (means[0] - means[-1])) < 1e-4

# Entrance law against the marched flux
xi_in = positions[0]*xi_per_x
c_in = expm(-xi_in*A) @ np.ones(n)
entrance_flux = 1/np.sqrt(np.pi*xi_in)
assert abs(wall_slope(c_in, h)/entrance_flux - 1) < 1e-3

# Start of the one-exponential region
x_one_percent = np.log(100)/(8*a)
xi_one = x_one_percent*xi_per_x
c_one = expm(-xi_one*A) @ np.ones(n)
excess = wall_slope(c_one, h)/(2*np.exp(-a*x_one_percent)) - 1
assert abs(excess - 0.01) < 5e-4

# Two-dimensional solution with axial diffusion at low Peclet number
pe_low, ny, nx, dx = 2.0, 50, 400, 0.02
first = diags([-np.ones(nx-1), np.ones(nx-1)], [-1, 1]).tolil()/(2*dx)
first = first.tolil()
first[nx-1, nx-2] = 0.0
second = diags([np.ones(nx-1), -2*np.ones(nx), np.ones(nx-1)],
               [-1, 0, 1]).tolil()
second[nx-1, nx-2] = 2.0
along = pe_low*first.tocsr() - second.tocsr()/dx**2
system = (kron(along, identity(ny))
          + kron(identity(nx), csr_matrix(cross_operator(ny)))).tocsc()
source = np.zeros(nx*ny)
source[:ny] = pe_low/(2*dx) + 1/dx**2
c2d = spsolve(system, source).reshape(nx, ny)
flux2d = np.array([wall_slope(row, 1.0/ny) for row in c2d])
i1, i4, i5 = (int(round(p/dx)) - 1 for p in (1.0, 4.0, 5.0))
rate2d = np.log(flux2d[i4]/flux2d[i5])
rate_low = axial_rates(pe_low)[0]
simple_low = np.pi**2/(4*pe_low)
assert abs(rate2d/rate_low - 1) < 1e-3
assert abs(rate2d/simple_low - 1) > 0.2
assert abs(flux2d[i1]/flux_axial(1.0, pe_low) - 1) < 2e-3

# Large-Peclet correction, using roots of the quadratic for the rate
roots = np.roots([D, u, -D*(np.pi/(2*H))**2])
rate_axial = roots.real.max()
correction = (np.pi/(2*Pe))**2
assert abs(rate_axial/a - (1 - correction)) < 3*correction**2

# Finite surface kinetics: discretized reactive wall against root equation
Da = 20.0
theta = brentq(lambda t: t*np.sin(t) - Da*np.cos(t), 0.01, np.pi/2)
eig_reactive = np.linalg.eigvals(reactive_wall_operator(n, Da)).real.min()
assert abs(eig_reactive/theta**2 - 1) < 1e-3
factor_reactive = eig_reactive/(np.pi**2/4)
factor_estimate = (1 + 1/Da)**-2
assert abs(factor_reactive - factor_estimate) < 1e-3
Da_slow = 0.01
eig_slow = np.linalg.eigvals(reactive_wall_operator(n, Da_slow)).real.min()
assert abs(eig_slow/Da_slow - 1) < 5e-3

# Parabolic flow with equal mean speed: matrix method against shooting
weight = np.diag(6*eta*(1 - eta))
eig_parabolic = 1/np.linalg.eigvals(np.linalg.solve(A, weight)).real.max()


def ceiling_slope(mu):
    sol = solve_ivp(lambda s, f: [f[1], -mu*6*s*(1-s)*f[0]], (0, 1),
                    [0.0, 1.0], rtol=1e-9, atol=1e-11)
    return sol.y[1, -1]


eig_shooting = brentq(ceiling_slope, 1.5, 3.5)
assert abs(eig_parabolic/eig_shooting - 1) < 1e-3

growth_unit = molar_volume*D*c0/H*hour/micro
print(f"flow speed u = {u:.2f} m/s")
print(f"channel height H = {H:.3f} m")
print(f"diffusivity D = {D:.1e} m^2/s")
print(f"inlet concentration c0 = {c0:.1e} mol/m^3")
print(f"film molar volume = {molar_volume:.1e} m^3/mol")
print(f"Peclet number uH/D = {Pe:.1f} (no unit)")
print(f"decay rate a from formula = {a:.4f} 1/m")
print(f"decay rate, marched uniform inlet = {measured[0]:.4f} 1/m")
print(f"decay rate, marched inlet (y/H)^4 = {measured[1]:.4f} 1/m")
print(f"decay length 1/a = {1/a:.4f} m")
print(f"length for halving = {np.log(2)/a:.4f} m")
print(f"second mode is 1 percent of first at x = {x_one_percent:.4f} m")
print(f"axial diffusion length D/u = {D/u:.4f} m")
print(f"entrance scale uH^2/D = {1/xi_per_x:.3f} m")
print(f"leading-mode growth at x=0 = {2*growth_unit:.4f} um/h")
print("growth in um/h: full series, leading mode, with axial diffusion;")
print("last column: consumed fraction (no unit), axial diffusion left out")
for x in positions:
    xi = x*xi_per_x
    print(f"x = {x:.2f} m: {growth_unit*flux_series(xi):.4f}, "
          f"{2*growth_unit*np.exp(-a*x):.4f}, "
          f"{growth_unit*flux_axial(x/H, Pe):.4f}; "
          f"{consumed_series(xi):.4f}")
print(f"entrance law at x = {positions[0]:.2f} m: "
      f"{growth_unit*entrance_flux:.4f} um/h")
print(f"decay rate with axial diffusion = {rate_axial:.4f} 1/m")
print(f"its ratio to a = {rate_axial/a:.5f} (no unit)")
print(f"large-Pe estimate of ratio = {1-correction:.5f} (no unit)")
print(f"Pe = {pe_low:.0f}: rate times H, 2D solution = {rate2d:.4f}")
print(f"Pe = {pe_low:.0f}: rate times H, axial formula = {rate_low:.4f}")
print(f"Pe = {pe_low:.0f}: rate times H, simple formula = {simple_low:.4f}")
print(f"absorbing ceiling: rate/a = {eig_two_walls/(np.pi**2/4):.4f}")
print(f"Da = {Da:.0f}: surface rate constant = {Da*D/H:.3f} m/s")
print(f"Da = {Da:.0f}: rate/a = {factor_reactive:.4f} (no unit)")
print(f"Da = {Da:.0f}: large-Da estimate = {factor_estimate:.4f} (no unit)")
print(f"Da = {Da_slow:.2f}: rate/(k_s/(uH)) = {eig_slow/Da_slow:.4f}")
print(f"uniform flow: lowest eigenvalue = {np.pi**2/4:.4f} (no unit)")
print(f"parabolic flow: lowest eigenvalue = {eig_shooting:.4f} (no unit)")
print(f"parabolic/uniform rate = {eig_shooting/(np.pi**2/4):.4f} (no unit)")
print("all good")
```

Running it gives:

```
flow speed u = 0.20 m/s
channel height H = 0.020 m
diffusivity D = 2.0e-04 m^2/s
inlet concentration c0 = 1.0e-03 mol/m^3
film molar volume = 3.0e-05 m^3/mol
Peclet number uH/D = 20.0 (no unit)
decay rate a from formula = 6.1685 1/m
decay rate, marched uniform inlet = 6.1685 1/m
decay rate, marched inlet (y/H)^4 = 6.1685 1/m
decay length 1/a = 0.1621 m
length for halving = 0.1124 m
second mode is 1 percent of first at x = 0.0933 m
axial diffusion length D/u = 0.0010 m
entrance scale uH^2/D = 0.400 m
leading-mode growth at x=0 = 2.1600 um/h
growth in um/h: full series, leading mode, with axial diffusion;
last column: consumed fraction (no unit), axial diffusion left out
x = 0.02 m: 2.7250, 1.9093, 2.8242; 0.2523
x = 0.05 m: 1.7223, 1.5867, 1.7468; 0.3989
x = 0.10 m: 1.1740, 1.1656, 1.1811; 0.5622
x = 0.20 m: 0.6291, 0.6290, 0.6338; 0.7640
x = 0.30 m: 0.3394, 0.3394, 0.3433; 0.8726
entrance law at x = 0.02 m: 2.7250 um/h
decay rate with axial diffusion = 6.1309 1/m
its ratio to a = 0.99391 (no unit)
large-Pe estimate of ratio = 0.99383 (no unit)
Pe = 2: rate times H, 2D solution = 0.8620
Pe = 2: rate times H, axial formula = 0.8621
Pe = 2: rate times H, simple formula = 1.2337
absorbing ceiling: rate/a = 3.9999
Da = 20: surface rate constant = 0.200 m/s
Da = 20: rate/a = 0.9072 (no unit)
Da = 20: large-Da estimate = 0.9070 (no unit)
Da = 0.01: rate/(k_s/(uH)) = 0.9967
uniform flow: lowest eigenvalue = 2.4674 (no unit)
parabolic flow: lowest eigenvalue = 2.4304 (no unit)
parabolic/uniform rate = 0.9850 (no unit)
all good
```
